# Slater Integrals over Slater-Type Functions: A Finite Sum and Its Cancellation

## First derivation: integrate the larger radius first

### The physical question

An atom has one electron in a compact inner shell and another in a very diffuse outer orbital. Their mutual repulsion is nearly that of a point charge at the nucleus and a distant electron, with small corrections because the inner distribution is not spherical. These corrections help to separate the energies of the terms of one configuration, so they are needed to good relative accuracy even though they are small. With Slater-type radial functions each correction is a double integral that can be done in closed form. Yet two closed forms that are algebraically equal can give very different numbers on a computer when the two electrons live on very different length scales.

Atomic units are used throughout: lengths in bohr, energies in hartree. The repulsion between two electrons at distances \(r_1,r_2\) from the nucleus, with angle \(\gamma\) between their directions, has the multipole expansion

\[
\frac{1}{r_{12}}=\sum_{k=0}^{\infty}\frac{r_<^k}{r_>^{k+1}}\,P_k(\cos\gamma),
\]

where \(r_<\) and \(r_>\) are the smaller and the larger of the two radii and \(P_k\) is a Legendre polynomial. Write each orbital as \(r^{-1}P_i(r)\) times a spherical harmonic of angular momentum \(l_i\). The factors \(r^{-2}\) from the two orbitals of one electron cancel the \(r^2\) of its volume element. Let electron 1 be described by orbitals \(a\) and \(c\), and electron 2 by \(b\) and \(d\). The radial factor of the matrix element is then

\[
R^k(ab,cd)=\int_0^\infty\!\!\int_0^\infty P_a(r_1)P_c(r_1)\,\frac{r_<^k}{r_>^{k+1}}\,P_b(r_2)P_d(r_2)\,dr_1\,dr_2 .
\]

The angular factors decide which \(k\) occur. The product of two spherical harmonics with angular momenta \(l_a\) and \(l_c\) contains harmonics of rank from \(|l_a-l_c|\) to \(l_a+l_c\), and \(P_k(\cos\gamma)\) selects rank \(k\) for both electrons at once. Hence

\[
k\le l_a+l_c,\qquad k\le l_b+l_d .
\]

Parity further requires \(l_a+l_c+k\) and \(l_b+l_d+k\) to be even. For four d orbitals this leaves \(k=0,2,4\).

### From four functions to two densities

The normalized Slater-type functions are

\[
P_i(r)=N_i\,r^{n_i}e^{-\zeta_i r},\qquad \zeta_i>0,
\]

with integer \(n_i\ge l_i+1\). The normalization follows from \(\int_0^\infty r^m e^{-ar}dr=m!/a^{m+1}\) with \(m=2n_i\) and \(a=2\zeta_i\):

\[
1=N_i^2\,\frac{(2n_i)!}{(2\zeta_i)^{2n_i+1}}
\quad\Longrightarrow\quad
N_i=\frac{(2\zeta_i)^{n_i+1/2}}{\sqrt{(2n_i)!}} .
\]

A product of two such functions is again a power times an exponential. Put

\[
p=n_a+n_c,\quad \alpha=\zeta_a+\zeta_c,\qquad
q=n_b+n_d,\quad \beta=\zeta_b+\zeta_d .
\]

Then \(R^k=\mathcal N I\), where \(\mathcal N=N_aN_bN_cN_d\) and

\[
I=\int_0^\infty\!\!\int_0^\infty r_1^{p}e^{-\alpha r_1}\,\frac{r_<^k}{r_>^{k+1}}\,r_2^{q}e^{-\beta r_2}\,dr_1\,dr_2 .
\]

Four exponents have become two. What matters below is the ratio \(\alpha/\beta\) of the summed exponents: very unequal \(\zeta_a\) and \(\zeta_c\) do no harm by themselves. For \(a\ne c\) the product \(P_aP_c\) is a transition density rather than a probability density, but with these nodeless functions it is still positive. The word density is used in that sense.

Divide the quadrant along the line \(r_1=r_2\). Where \(r_2<r_1\), the kernel is \(r_2^k/r_1^{k+1}\), and the powers become \(r_1^{p-k-1}r_2^{q+k}\). Where \(r_2>r_1\), it is \(r_1^k/r_2^{k+1}\), and they become \(r_1^{p+k}r_2^{q-k-1}\). The larger radius thus carries the reduced power. Since \(l_i\le n_i-1\), the triangle rules give

\[
k\le l_a+l_c\le p-2,\qquad k\le l_b+l_d\le q-2,
\]

so \(p-k-1\) and \(q-k-1\) are integers not smaller than 1. The finite sum rests on this fact. A negative power would have led to an integral that repeated integration by parts does not finish.

### The ordered integral

Both regions have the same form. Define

\[
T(m,a;l,b)=\int_0^\infty ds\,s^{l}e^{-bs}\int_s^\infty dr\,r^{m}e^{-ar},
\]

in which \(r\) is the larger radius, with power \(m\) and exponent \(a\), and \(s\) is the smaller, with power \(l\) and exponent \(b\). The integrand is positive, so the order of integration may be chosen freely. Here the larger radius is integrated first, from \(s\) to infinity.

Call the inner integral \(E_m(s)\). For \(m\ge1\), integration by parts with \(e^{-ar}=-\frac{d}{dr}(e^{-ar}/a)\) gives

\[
E_m(s)=\left[-\frac{r^m e^{-ar}}{a}\right]_s^\infty+\frac{m}{a}\int_s^\infty r^{m-1}e^{-ar}dr
=\frac{s^m e^{-as}}{a}+\frac{m}{a}E_{m-1}(s).
\]

The upper limit contributes nothing because the exponential defeats the power, and the lower limit enters with a plus sign. The recurrence ends at \(E_0(s)=e^{-as}/a\). After \(i\) steps the accumulated factor is \(m(m-1)\cdots(m-i+1)/a^i=m!/[(m-i)!\,a^i]\), so

\[
E_m(s)=e^{-as}\sum_{i=0}^{m}\frac{m!}{(m-i)!}\,\frac{s^{m-i}}{a^{i+1}}
=e^{-as}\sum_{j=0}^{m}\frac{m!}{j!}\,\frac{s^{j}}{a^{m+1-j}},
\]

where the last form uses \(j=m-i\). Each term has a plus sign.

Insert this in \(T\). The exponentials combine to \(e^{-(a+b)s}\), and each term requires \(\int_0^\infty s^{l+j}e^{-(a+b)s}ds=(l+j)!/(a+b)^{l+j+1}\). Therefore

\[
T(m,a;l,b)=\sum_{j=0}^{m}\frac{m!\,(l+j)!}{j!\,a^{m+1-j}(a+b)^{l+j+1}} .
\]

In the region \(r_2<r_1\) the larger radius is \(r_1\), so \(m=p-k-1\), \(a=\alpha\), \(l=q+k\), \(b=\beta\). In the other region the electrons exchange roles. Adding the two gives

\[
\boxed{R^k(ab,cd)=\mathcal N\left[T(p-k-1,\alpha;\,q+k,\beta)+T(q-k-1,\beta;\,p+k,\alpha)\right].}
\]

The result has \((p-k)+(q-k)\) terms, all positive. It is unchanged when the two densities are interchanged, as the definition requires. Higher multipoles need fewer terms.

The simplest case fixes the factors. For four 1s functions with exponent \(\zeta\), \(p=q=2\), \(\alpha=\beta=2\zeta\) and \(k=0\). The two regions are equal, and each gives

\[
T(1,2\zeta;2,2\zeta)=\frac{2!}{(2\zeta)^2(4\zeta)^3}+\frac{3!}{(2\zeta)(4\zeta)^4}
=\frac{2}{256\,\zeta^5}+\frac{6}{512\,\zeta^5}=\frac{5}{256\,\zeta^5}.
\]

The normalization is \(\mathcal N=[(2\zeta)^3/2]^2=16\zeta^6\), so \(R^0=16\zeta^6\cdot 2\cdot5/(256\zeta^5)=5\zeta/8\). At \(\zeta=1\) this is 0.625 hartree.

### A compact density inside a diffuse one

Taking the \(j=0\) factor out of \(T\) displays its size:

\[
T(m,a;l,b)=\frac{m!\,l!}{a^{m+1}(a+b)^{l+1}}\sum_{j=0}^{m}\binom{l+j}{j}\left(\frac{a}{a+b}\right)^{j}.
\]

Suppose density 2 is much more diffuse, \(\beta\ll\alpha\). In the region \(r_2>r_1\) we have \(a=\beta\), so the sum tends to 1 and \(a+b\) tends to \(\alpha\). The region \(r_2<r_1\) remains finite as \(\beta\to0\) at fixed \(\alpha\), whereas the other grows as \(\beta^{-(q-k)}\). Thus

\[
I\simeq I_{\rm far}=\frac{(p+k)!}{\alpha^{p+k+1}}\,\frac{(q-k-1)!}{\beta^{q-k}}\qquad(\beta\ll\alpha).
\]

The first factor is the \(k\)th radial moment of the compact density, and the second is the mean of \(r_2^{-k-1}\) over the diffuse one. This is the interaction of a multipole at the nucleus with a distant charge. It neglects penetration: configurations with the outer electron inside the inner one are still counted, but with the kernel that is correct only for \(r_2>r_1\).

For a numerical case take round model parameters, not those of a particular atom:

- electron 1: \(a\) is a 3d function with \(\zeta_a=8\), \(c\) a 4d function with \(\zeta_c=7\);
- electron 2: \(b\) is a 3d function with \(\zeta_b=0.15\), \(d\) a 4d function with \(\zeta_d=0.10\).

All exponents are in bohr\(^{-1}\). Then \(p=q=7\), \(\alpha=15\), \(\beta=0.25\) and \(\alpha/\beta=60\). The four normalization factors multiply to \(\mathcal N=8.584252\times10^{-4}\) bohr\(^{-16}\).

For \(k=4\), both reduced powers are \(7-4-1=2\), and both raised powers are \(7+4=11\). With \(\alpha+\beta=15.25\), the region \(r_2>r_1\) gives

\[
T(2,0.25;11,15)=\frac{2!\,11!}{0.25^3\,15.25^{12}}\left[1+\frac{12}{61}+\frac{78}{61^2}\right],
\]

because \(0.25/15.25=1/61\). Multiplication by \(\mathcal N\) gives \(3.375704\times10^{-8}\) hartree. In the region \(r_2<r_1\),

\[
T(2,15;11,0.25)=\frac{2!\,11!}{15^3\,15.25^{12}}\left[1+12\,\frac{60}{61}+78\left(\frac{60}{61}\right)^2\right],
\]

which contributes \(1.132854\times10^{-11}\) hartree. The total is

\[
R^4=(3.375704+0.001133)\times10^{-8}=3.376837\times10^{-8}\ \text{hartree}.
\]

Nested adaptive quadrature of the defining double integral gives \(3.37683724\times10^{-8}\) hartree. The same finite sum gives \(R^0=1.991386\times10^{-2}\) hartree and \(R^2=1.327589\times10^{-5}\) hartree. The steep fall with \(k\) follows from the far-field formula, in which raising \(k\) by 2 brings in a factor \((\beta/\alpha)^2\), here \(1/3600\), multiplied by a ratio of factorials.

### Why this sum is numerically safe

Let the terms of the sum be \(t_j>0\), and suppose each is computed as \(t_j(1+\epsilon_j)\) with \(|\epsilon_j|\le\eta\). The error of the sum before the roundings of the additions is

\[
\left|\sum_j t_j\epsilon_j\right|\le\eta\sum_j t_j ,
\]

so its relative error is no larger than \(\eta\). The additions each contribute at most about one further unit of roundoff relative to the total, again because all partial sums are positive and no larger than the total. Nothing here depends on \(\alpha/\beta\). The bound on \(\eta\) assumes that no intermediate factorial or power leaves the range of floating-point numbers.

It remains to ask whether the integral itself is sensitive to its data. Replacing \((\alpha,\beta)\) by \((\lambda\alpha,\lambda\beta)\) and substituting \(r_i\to r_i/\lambda\) produces \(\lambda^{-2}\) from the differentials, \(\lambda^{-p-q}\) from the powers and \(\lambda^{+1}\) from the kernel. Hence \(I(\lambda\alpha,\lambda\beta)=\lambda^{-(p+q+1)}I(\alpha,\beta)\), and differentiation at \(\lambda=1\) gives

\[
\frac{\partial\ln I}{\partial\ln\alpha}+\frac{\partial\ln I}{\partial\ln\beta}=-(p+q+1).
\]

Each derivative is negative, since differentiating an exponential brings down \(-r_1\) or \(-r_2\) in a positive integrand. Neither can therefore exceed \(p+q+1\) in magnitude. For \(k=4\) in the example, central differences give \(-11.997\) and \(-3.003\), close to the far-field powers \(-(p+k+1)=-12\) and \(-(q-k)=-3\). A small relative error in an exponent is amplified at most about fifteenfold, however unequal the exponents. Any much larger loss of accuracy must come from the method of evaluation.

## Second derivation: the potential of one density

### Symbols carried over

Electron 1 has the density \(r_1^pe^{-\alpha r_1}\), and electron 2 has \(r_2^qe^{-\beta r_2}\). The Slater integral is \(R^k=\mathcal N I\), with \(\mathcal N\) the product of the four normalization factors. The first derivation gave

\[
I=T(p-k-1,\alpha;q+k,\beta)+T(q-k-1,\beta;p+k,\alpha),
\]

\[
T(m,a;l,b)=\sum_{j=0}^{m}\frac{m!\,(l+j)!}{j!\,a^{m+1-j}(a+b)^{l+j+1}},
\]

where the first \(T\) is the part from \(r_2<r_1\) and the second the part from \(r_2>r_1\). Two abbreviations will be useful:

\[
M=p-k-1,\qquad L=q+k .
\]

The example has \(p=q=7\), \(\alpha=15\) and \(\beta=0.25\) bohr\(^{-1}\), with \(R^4=3.376837\times10^{-8}\) hartree.

### Complete integral minus tail

The second route follows electrostatics. Hold electron 1 at \(r_1\), find the \(k\)th multipole potential made there by density 2, and then average over density 1. The potential is

\[
V_k(r_1)=\frac{1}{r_1^{k+1}}\int_0^{r_1}r_2^{q+k}e^{-\beta r_2}dr_2
+r_1^k\int_{r_1}^{\infty}r_2^{q-k-1}e^{-\beta r_2}dr_2 .
\]

The second integral runs over the larger radius, as before. Multiplied by \(r_1^pe^{-\alpha r_1}\) and integrated, it gives \(T(q-k-1,\beta;p+k,\alpha)\) by the same steps. The difference lies in the first integral, which now runs over the smaller radius. Write it as the complete integral minus its tail, and use the result of integration by parts for the tail:

\[
\int_0^{r_1}r_2^{L}e^{-\beta r_2}dr_2=\frac{L!}{\beta^{L+1}}
-e^{-\beta r_1}\sum_{j=0}^{L}\frac{L!}{j!}\,\frac{r_1^j}{\beta^{L+1-j}}
=\frac{L!}{\beta^{L+1}}\left[1-e^{-\beta r_1}\sum_{j=0}^{L}\frac{(\beta r_1)^j}{j!}\right].
\]

The remaining factor is \(r_1^{p-k-1}e^{-\alpha r_1}=r_1^Me^{-\alpha r_1}\). Integrating term by term gives the contribution of the region \(r_2<r_1\),

\[
I_<=\frac{L!}{\beta^{L+1}}\,B,\qquad
B=\frac{M!}{\alpha^{M+1}}-\sum_{j=0}^{L}\frac{\beta^j\,(M+j)!}{j!\,(\alpha+\beta)^{M+j+1}} .
\]

This is also a finite closed form, and in exact arithmetic it is correct. It contains one subtraction, which the first derivation never made.

### The same result from a sequence of trials

To show that \(I_<\) equals \(T(M,\alpha;L,\beta)\), define

\[
x=\frac{\alpha}{\alpha+\beta},\qquad y=\frac{\beta}{\alpha+\beta},\qquad x+y=1,\qquad
D=\frac{M!\,L!}{\alpha^{M+1}\beta^{L+1}} .
\]

Taking \(M!/\alpha^{M+1}\) out of \(B\) turns its \(j\)th subtracted term into \(\binom{M+j}{j}x^{M+1}y^j\). Hence

\[
I_<=D\left[1-\sum_{j=0}^{L}\binom{M+j}{j}x^{M+1}y^{j}\right].
\]

Consider independent trials, each with outcome X with probability \(x\) or Y with probability \(y\). Stop as soon as there have been \(M+1\) outcomes X or \(L+1\) outcomes Y. The process must stop by trial \(M+L+1\), because without stopping there can be at most \(M\) X's and \(L\) Y's. If it stops with an X, that X is the last outcome, and the earlier trials contain \(M\) X's and some number \(j\le L\) of Y's in any order. The probability of this is \(\binom{M+j}{j}x^{M+1}y^j\). Stopping with a Y is described by exchanging the roles. The two possibilities exhaust all cases:

\[
\sum_{j=0}^{L}\binom{M+j}{j}x^{M+1}y^{j}+\sum_{j=0}^{M}\binom{L+j}{j}y^{L+1}x^{j}=1 .
\]

Therefore

\[
I_<=D\sum_{j=0}^{M}\binom{L+j}{j}y^{L+1}x^{j}
=\sum_{j=0}^{M}\frac{M!\,(L+j)!}{j!\,\alpha^{M+1-j}(\alpha+\beta)^{L+j+1}}
=T(M,\alpha;L,\beta).
\]

In the middle step, \(\beta^{L+1}\) from \(y^{L+1}\) cancels the same power in \(D\), and \(\alpha^j\) from \(x^j\) reduces the power \(\alpha^{M+1}\). The second derivation has reached the boxed formula of the first.

The identity also shows where precision is lost. The bracket multiplying \(D\) is of order \(y^{L+1}\) for \(\beta\ll\alpha\), although it is computed as 1 minus a number close to 1. Physically, very little of a diffuse density lies inside a compact one, and the subtractive form finds that little by subtracting from the whole nearly all of it.

### How much the rounding error grows

A small bracket need not matter if its contribution to \(I\) is negligible. The proper measure compares the error with the whole integral. Every partial sum in \(B\) is at most \(M!/\alpha^{M+1}\), so the computed bracket has an absolute error \(\delta\,M!/\alpha^{M+1}\), where \(|\delta|\) is a modest multiple of the unit roundoff \(u=2^{-53}=1.11\times10^{-16}\) of double precision. Multiplication by \(L!/\beta^{L+1}\) makes this an error \(\delta D\) in \(I\). Relative to \(I\) it is

\[
\frac{\Delta I}{I}\simeq\delta K,\qquad K=\frac{D}{I},
\]

apart from the ordinary roundings of the other operations.

The factor \(K\) has a direct interpretation. The quantity \(D\) is the integral of \(r_1^Mr_2^Le^{-\alpha r_1-\beta r_2}\) over the whole quadrant. For \(r_2<r_1\) the integrand of \(I\) is this same function. For \(r_2>r_1\) it is

\[
r_1^{p+k}r_2^{q-k-1}=r_1^Mr_2^L\left(\frac{r_1}{r_2}\right)^{2k+1},
\]

since \(p+k-M=2k+1\) and \(q-k-1-L=-(2k+1)\). Dividing by \(D\) turns the weight into a normalized probability density, so

\[
\frac1K=\left\langle\min\left[1,\left(\frac{r_1}{r_2}\right)^{2k+1}\right]\right\rangle ,
\]

where \(r_1\) and \(r_2\) are independent and distributed as \(r_1^Me^{-\alpha r_1}\) and \(r_2^Le^{-\beta r_2}\). Put \(r_1=t_1/\alpha\) and \(r_2=t_2/\beta\). The distributions of \(t_1,t_2\) no longer contain the exponents, and \(r_1/r_2=(\beta/\alpha)(t_1/t_2)\). Three consequences follow.

First, \(K\ge1\), because the minimum never exceeds 1. Second, \(K\) increases with \(\alpha/\beta\) and tends to 1 as \(\alpha/\beta\to0\). Third, dropping the 1 from the minimum can only enlarge the average. The enlarged average is

\[
\left\langle\left(\frac{r_1}{r_2}\right)^{2k+1}\right\rangle
=\frac1D\,\frac{(p+k)!}{\alpha^{p+k+1}}\,\frac{(q-k-1)!}{\beta^{q-k}}
=\frac1C\left(\frac{\beta}{\alpha}\right)^{2k+1},
\]

and therefore

\[
K\ge C\left(\frac{\alpha}{\beta}\right)^{2k+1},\qquad
C=\frac{(q+k)!\,(p-k-1)!}{(q-k-1)!\,(p+k)!} .
\]

As \(\alpha/\beta\to\infty\), the ratio of the two sides tends to 1: after multiplication by \((\alpha/\beta)^{2k+1}\), the minimum rises steadily to \((t_1/t_2)^{2k+1}\), and so does its average.

The subtractive form can thus fail when the complement is taken over the more diffuse density and \(uK\) is no longer small. Setting \(uK=1\) with the limiting form of \(K\) gives a critical ratio

\[
\left(\frac{\alpha}{\beta}\right)_{\rm crit}=\left(\frac{1}{uC}\right)^{1/(2k+1)} .
\]

For \(p=q\) the factor \(C\) is 1, and the critical ratio is \(9\times10^{15}\) for \(k=0\), about 1550 for \(k=2\) and about 59 for \(k=4\). At these ratios the estimated error is as large as the integral itself; a requirement of several correct digits sets a lower limit. For \(k=0\) the value is mainly formal: well beyond it \(\alpha+\beta\) is rounded to \(\alpha\), the computed bracket becomes zero, and the large error disappears.

### The example, bit by bit

For \(k=4\) the first term of the bracket is \(2!/15^3=5.925926\times10^{-4}\) bohr\(^3\). The true bracket, from rational arithmetic, is \(1.970588\times10^{-23}\) bohr\(^3\). Double-precision numbers between \(2^{-11}\) and \(2^{-10}\), where the first term lies, are spaced by \(2^{-63}=1.084202\times10^{-19}\). When the subtracted terms are added in order of increasing \(j\) and their sum is then taken from the first term, the computed bracket is exactly one such spacing, some 5500 times too large. Its contribution to the energy is

\[
\mathcal N\,\frac{11!}{0.25^{12}}\times1.084202\times10^{-19}=6.233\times10^{-8}\ \text{hartree},
\]

instead of \(1.133\times10^{-11}\) hartree. Adding the other region gives \(9.609\times10^{-8}\) hartree, an error of 185 per cent relative to the true \(R^4\). For \(R^2\) the relative error is \(2.7\times10^{-8}\), and for \(R^0\) the two forms agree to the 13 digits printed.

One pair of exponents can be lucky: had the bracket rounded to zero, \(R^4\) would have been nearly right. For the present exponents this happens if the same terms are added in order of decreasing \(j\). A single pair is therefore a poor guide. With increasing \(j\) throughout, the following table gives the largest relative error of the subtractive form over 60 values of \(\beta\), starting at \(\alpha\) divided by the stated ratio and rising in steps of 0.07 per cent of that value. The reference is rational arithmetic with the same binary exponents, and \(K\) belongs to the first \(\beta\).

| \(\alpha/\beta\) | \(k\) | \(K\) | largest relative error |
|---:|---:|---:|---:|
| 1 | 0 | 1.3 | \(3.7\times10^{-16}\) |
| 1 | 4 | 77 | \(5.1\times10^{-14}\) |
| 10 | 4 | \(1.1\times10^{9}\) | \(5.8\times10^{-7}\) |
| 30 | 4 | \(2.0\times10^{13}\) | \(8.8\times10^{-3}\) |
| 60 | 0 | 60 | \(6.1\times10^{-14}\) |
| 60 | 2 | \(7.8\times10^{8}\) | \(5.5\times10^{-7}\) |
| 60 | 4 | \(1.0\times10^{16}\) | 4.9 |

In these rows the largest error is between about 3 and 9 times \(uK\). In the last row 28 of the 60 results are negative, which is impossible for an integral with a positive integrand. The second row shows that a high multipole loses some accuracy even at equal exponents. Over the whole scan the positive sum has a largest relative error of \(1.5\times10^{-15}\).

The absolute error in \(R^4\) is small here, but it does not stay small. With the ratios \(\zeta_a/\zeta_c\) and \(\zeta_b/\zeta_d\) fixed, \(\mathcal N\) scales as \(\alpha^{p+1}\beta^{q+1}\), so \(\mathcal N D\) scales as \(\alpha(\alpha/\beta)^k\). At fixed \(\alpha\) and \(\delta\), the absolute error therefore grows with the exponent ratio for \(k\ge1\) and stays constant for \(k=0\). Meanwhile, for \(\beta\ll\alpha\), the true \(R^k\simeq\mathcal N I_{\rm far}\) scales as \(\beta(\beta/\alpha)^k\) and falls.

### What each derivation assumes

Both derivations assume positive exponents, and both use the triangle rules to exclude negative powers. They differ in which powers must be integers.

The first integrates over the larger radius in each region, so the series from integration by parts must end for both densities. It needs \(p-k-1\) and \(q-k-1\) to be non-negative integers. In return it treats the electrons alike and produces positive terms at once.

The second, up to the subtractive form, expands integrals over density 2 alone. It needs integer \(q\ge k+1\), but \(p\) may be any real number greater than \(k\), if the factorials containing \(p\) are read as gamma functions. This derivation uses the condition \(p>k\) because the complete integral and its tail are integrated separately over \(r_1\), and each diverges at the origin otherwise, although their difference does not. For non-integer \(p\) between 0 and \(k\) the resulting closed form still holds, by analytic continuation in \(p\). The final step to the positive sum counts trials and so requires \(M\) to be an integer as well. For integer powers the second derivation thus assumes no less than the first, and its intermediate form has a wider domain but a worse numerical behaviour.

If the subtractive form is to be used with very unequal exponents, the complement should be taken over the compact density. This exchanges \((p,\alpha)\) with \((q,\beta)\), and the leading term becomes

\[
D'=\frac{(p+k)!\,(q-k-1)!}{\alpha^{p+k+1}\beta^{q-k}},
\]

which is the far-field value \(I_{\rm far}\) of the first half. The subtraction then removes only a small penetration correction from a good approximation. In the example \(D'/I=1.001066\) for \(k=4\), so the amplification has disappeared. Which density is the compact one depends on the powers as well as on the exponents: for \(k=4\), \(p=6\), \(q=12\) and \(\alpha=\beta\), the factor is about 3500 with the complement over density 2 and about 3 with the complement over density 1. For \(p=q\) and equal or nearly equal exponents this choice cannot remove the moderate loss seen in the table (for \(k=4\) the factor is 77 at \(\alpha/\beta=1\) and about 7 at \(\alpha/\beta=2\)), whereas the positive sum avoids it there too.

The protection applies to each integral over single Slater-type functions. If orbitals are linear combinations of such functions with coefficients of both signs, the integrals are added with both signs, and that later sum can cancel even when every \(R^k\) in it is accurate.
